# Does node counting order the states of a separable pseudopotential?: test program

```python
# Result under test: a separable s-channel Hamiltonian can have a ground state
# with a node while its nodeless reference state is an exact, higher eigenstate.
#   H = T + V_loc + |chi><chi| / <phi|chi>,   0 < r < R, u(0) = u(R) = 0
#   phi ~ sin(k r), k = pi/R, eps = k^2/2: nodeless state of the potential V_s = 0
#   V_loc = -D for r < a and 0 outside;  chi = (V_s - V_loc) phi
#   p = phi restricted to r < a and normalized there
# Internal units are atomic units; printed numbers are in eV and angstrom.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

HA = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
R = 3.0 / BOHR
a0 = 1.5 / BOHR
D0 = 50.0 / HA
k = np.pi / R
eps = k**2 / 2
NB = 24


def basis(r, a):
    """Continuous piecewise polynomials on [0,a] and [a,R], with derivatives."""
    val = np.zeros((2 * NB + 1, len(r)))
    der = np.zeros_like(val)
    for e, (lo, hi) in enumerate(((0.0, a), (a, R))):
        m = (r <= a) if e == 0 else (r > a)
        leg = legvander(2 * (r[m] - lo) / (hi - lo) - 1, NB + 1)
        for j in range(1, NB + 1):
            norm = np.sqrt(2 * (2 * j + 1))
            val[e * NB + j - 1, m] = (leg[:, j + 1] - leg[:, j - 1]) / norm
            der[e * NB + j - 1, m] = (2*j + 1) * leg[:, j] / norm * 2 / (hi - lo)
        val[-1, m] = r[m] / a if e == 0 else (R - r[m]) / (R - a)
        der[-1, m] = 1 / a if e == 0 else -1 / (R - a)
    return val, der


def solve(a, D, factor=1.0, ell=0):
    """Diagonalize T + V_loc + factor * (separable term)."""
    x, w = leggauss(60)
    r = np.concatenate((a * (x + 1) / 2, a + (R - a) * (x + 1) / 2))
    w = np.concatenate((w * a / 2, w * (R - a) / 2))
    val, der = basis(r, a)
    v_loc = np.where(r < a, -D, 0.0)
    ham = 0.5 * (der * w) @ der.T
    ham += (val * w * (v_loc + ell * (ell + 1) / (2 * r**2))) @ val.T
    if factor != 0:
        phi = np.sqrt(2 / R) * np.sin(k * r)
        chi = (0.0 - v_loc) * phi
        c = val @ (w * chi)
        ham += factor * np.outer(c, c) / np.sum(w * phi * chi)
    return eigh(ham, (val * w) @ val.T)


def nodes(u):
    s = np.sign(u[5:-5])
    return int(np.sum(s[1:] * s[:-1] < 0))


def core_norm(a):
    return a / 2 - np.sin(2 * k * a) / (4 * k)


def core_solution(E, D, a):
    """Core solution A sin(q r) + B sin(k r) at energy E."""
    q = np.sqrt(2 * (E + D))
    J = (k * np.cos(k*a) * np.sin(q*a) - q * np.sin(k*a) * np.cos(q*a))
    J /= q**2 - k**2
    return q, core_norm(a) * (E - eps), D * J


def edge(E, D, a):
    q, A, B = core_solution(E, D, a)
    return (A * np.sin(q*a) + B * np.sin(k*a),
            A * q * np.cos(q*a) + B * k * np.cos(k*a))


def secular(E, D, a):
    u, du = edge(E, D, a)
    kap = np.sqrt(2 * E + 0j)
    return (du * np.sin(kap*(R-a)) / kap + u * np.cos(kap*(R-a))).real


def threshold(a):
    y = k * a / np.tan(k * a)
    x = brentq(lambda z: z * np.cos(z) - y * np.sin(z),
               np.pi + 1e-9, 2 * np.pi - 1e-9)
    return ((x / a)**2 - k**2) / 2


# Threshold and level counting, for several core radii
for frac in (0.35, 0.5, 0.7):
    a = frac * R
    Dc = threshold(a)
    assert np.allclose(solve(a, Dc)[0][:2], eps, atol=1e-8)
    assert abs(solve(a, Dc, 0)[0][1] - eps) < 1e-8
    for D in (0.98 * Dc, 1.02 * Dc, 3 * eps, 10 * eps, 30 * eps):
        E_full, E_loc = solve(a, D)[0], solve(a, D, 0)[0]
        below = np.sum(E_full < eps - 1e-7)
        assert np.min(abs(E_full - eps)) < 1e-8
        assert below == np.sum(E_loc < eps - 1e-7) - 1
        assert (below > 0) == (D > Dc)
Dc = threshold(a0)
assert abs(Dc - 8 * eps) < 1e-9

# Slope and node of the crossing state at threshold
h = 1e-3
slope = (solve(a0, Dc + h)[0][0] - solve(a0, Dc - h)[0][1]) / (2 * h)
assert abs(slope + 2 / 3) < 1e-4
grid = np.linspace(0, R, 40001)
B_grid = basis(grid, a0)[0]
u = solve(a0, Dc + 1e-4)[1][:, 0] @ B_grid
i = 5 + np.where(u[5:-6] * u[6:-5] < 0)[0]
assert len(i) == 1
node_c = grid[i[0]]
assert abs(np.sin(k * node_c)**2 - 7 / 8) < 1e-3

# Worked example: spectrum, node counts and orthogonality
E, vec = solve(a0, D0)
E_loc, vec_loc = solve(a0, D0, 0)
counts = [nodes(vec[:, n] @ B_grid) for n in range(4)]
counts_loc = [nodes(vec_loc[:, n] @ B_grid) for n in range(3)]
assert counts_loc == [0, 1, 2]
assert counts[0] == 1 and counts[1] == 0
assert abs(E[1] - eps) < 1e-9 and E[0] < eps
E_att, vec_att = solve(a0, D0, -1)
assert nodes(vec_att[:, 0] @ B_grid) == 0

# Closed-form ghost against diagonalization
scan = np.linspace(eps - 0.98 * D0, eps - 0.01 * D0, 1001)
F = np.array([secular(e, D0, a0) for e in scan])
jump = np.where(F[1:] * F[:-1] < 0)[0]
assert len(jump) == 1
Eg = brentq(secular, scan[jump[0]], scan[jump[0] + 1], args=(D0, a0),
            xtol=1e-13)
assert abs(Eg - E[0]) < 1e-8
q, A, B = core_solution(Eg, D0, a0)
kap = np.sqrt(2 * Eg + 0j)
ua = edge(Eg, D0, a0)[0]


def raw_ghost(r):
    inner = A * np.sin(q * r) + B * np.sin(k * r)
    outer = (ua * np.sin(kap * (R - r)) / np.sin(kap * (R - a0))).real
    return np.where(r <= a0, inner, outer)


def integral(f, lo, hi):
    return quad(lambda r: float(f(r)), lo, hi, epsabs=1e-12)[0]


core_raw = integral(lambda r: raw_ghost(r)**2, 0, a0)
norm2 = core_raw + integral(lambda r: raw_ghost(r)**2, a0, R)
sign = np.sign(raw_ghost(0.1 * a0))


def ghost(r):
    return sign * raw_ghost(r) / np.sqrt(norm2)


u_num = vec[:, 0] @ B_grid
u_num *= np.sign(u_num[2000])
assert np.max(abs(u_num - ghost(grid))) < 1e-6
ortho = (integral(lambda r: ghost(r) * np.sin(k*r), 0, a0)
         + integral(lambda r: ghost(r) * np.sin(k*r), a0, R))
assert abs(ortho) < 1e-8

# Energy parts and the cost of replacing u by |u|
i = 5 + np.where(u_num[5:-6] * u_num[6:-5] < 0)[0][0]
node = brentq(lambda r: float(ghost(r)), grid[i - 1], grid[i + 2])
assert node < a0
core_weight = core_raw / norm2


def p(r):
    return np.sin(k * r) / np.sqrt(core_norm(a0))


part1 = integral(lambda r: p(r) * ghost(r), 0, node)
part2 = integral(lambda r: p(r) * ghost(r), node, a0)
ov, ov_abs = part1 + part2, abs(part1) + abs(part2)
rise = D0 * (ov_abs**2 - ov**2)
step = grid[1] - grid[0]
mid = (grid[1:] + grid[:-1]) / 2


def energy_parts(v):
    vm = (v[1:] + v[:-1]) / 2
    core = mid < a0
    phi = np.sin(k * mid)
    chi = D0 * core * phi
    kin = np.sum(np.diff(v)**2) / (2 * step)
    loc = -D0 * np.sum(vm[core]**2) * step
    sep = (np.sum(chi * vm) * step)**2 / (np.sum(phi * chi) * step)
    return np.array([kin, loc, sep])


parts = energy_parts(u_num)
parts_abs = energy_parts(abs(u_num))
assert abs(parts.sum() - Eg) < 1e-3
assert abs(parts_abs.sum() - Eg - rise) < 1e-3
assert parts_abs.sum() > eps
Q_mean = core_weight - ov**2
dE = (solve(a0, D0 + h)[0][0] - solve(a0, D0 - h)[0][0]) / (2 * h)
assert abs(dE + Q_mean) < 1e-5

# Scattering at eps: value and slope agree with the reference potential


def log_der(e, D):
    if D == 0:
        kk = np.sqrt(2 * e)
        return kk / np.tan(kk * a0)
    val, der = edge(e, D, a0)
    return der / val


de = 3e-5
expected = -2 * core_norm(a0) / np.sin(k * a0)**2
slopes = []
for D in (0.0, 20 / HA, D0):
    lo, hi = log_der(eps - de, D), log_der(eps + de, D)
    assert abs((lo + hi) / 2 - k / np.tan(k * a0)) < 1e-6
    slopes.append((hi - lo) / (2 * de))
    assert abs(slopes[-1] / expected - 1) < 1e-5

# The p channel with the bare local well only
x_p = brentq(lambda x: np.sin(x) - x * np.cos(x), 4, 5)
assert abs(solve(a0, 0.0, 0, 1)[0][0] - (x_p / R)**2 / 2) < 1e-8
E_p = solve(a0, D0, 0, 1)[0][0]

print(f"wall radius R = {R*BOHR:.3f} angstrom")
print(f"core radius a = {a0*BOHR:.3f} angstrom")
print(f"local well depth D = {D0*HA:.3f} eV")
print(f"reference energy eps = {eps*HA:.4f} eV = {eps:.5f} hartree")
print(f"threshold depth D_c = {Dc*HA:.4f} eV; D_c/eps = {Dc/eps:.5f}")
print(f"slope dE/dD of crossing state at D_c = {slope:.5f}")
print(f"node of crossing state at D_c = {node_c*BOHR:.4f} angstrom")
for n in range(4):
    print(f"full H level {n}: {E[n]*HA:.4f} eV, nodes {counts[n]}")
for n in range(3):
    print(f"local H level {n}: {E_loc[n]*HA:.4f} eV, nodes {counts_loc[n]}")
print(f"ghost energy, closed formula = {Eg*HA:.4f} eV = {Eg:.5f} hartree")
print(f"ghost below reference by {(eps-Eg)*HA:.4f} eV")
print(f"ghost core wave number q = {q/BOHR:.5f} 1/angstrom")
print(f"ghost coefficient ratio B/A = {B/A:.5f}")
print(f"outside |kappa| = {abs(kap)/BOHR:.5f} 1/angstrom")
print(f"ghost node position = {node*BOHR:.4f} angstrom")
print(f"ghost probability in core = {core_weight:.5f}")
print(f"overlap <p|u> = {ov:.5f}; <p||u|> = {ov_abs:.5f}")
print(f"<Q> = {Q_mean:.5f}; dE/dD at D = {dE:.5f}")
for name, e1, e2 in zip(("kinetic", "local", "separable"), parts, parts_abs):
    print(f"{name} energy: u {e1*HA:.3f} eV, |u| {e2*HA:.3f} eV")
print(f"energy rise from u to |u| = {rise*HA:.4f} eV")
print(f"energy of |u| = {(Eg+rise)*HA:.4f} eV")
print(f"attractive separable term: ground level {E_att[0]*HA:.4f} eV, "
      f"nodes {nodes(vec_att[:, 0] @ B_grid)}")
for D_ev, s in zip((0, 20, 50), slopes):
    print(f"log-derivative slope at eps, D = {D_ev} eV: "
          f"{s/(BOHR*HA):.5f} 1/(angstrom eV)")
for D_ev in (20, 30, 40, 50, 60):
    levels = solve(a0, D_ev / HA)[0]
    other = levels[abs(levels - eps) > 1e-7][0]
    print(f"D = {D_ev} eV: lowest state orthogonal to phi {other*HA:.4f} eV")
print(f"lowest p level in bare local well = {E_p*HA:.4f} eV")
print("OK")
```

It prints:

```
wall radius R = 3.000 angstrom
core radius a = 1.500 angstrom
local well depth D = 50.000 eV
reference energy eps = 4.1781 eV = 0.15354 hartree
threshold depth D_c = 33.4249 eV; D_c/eps = 8.00000
slope dE/dD of crossing state at D_c = -0.66667
node of crossing state at D_c = 1.1548 angstrom
full H level 0: -8.3549 eV, nodes 1
full H level 1: 4.1781 eV, nodes 0
full H level 2: 21.1667 eV, nodes 2
full H level 3: 46.0075 eV, nodes 3
local H level 0: -38.2400 eV, nodes 0
local H level 1: -6.1889 eV, nodes 1
local H level 2: 16.7400 eV, nodes 2
ghost energy, closed formula = -8.3549 eV = -0.30704 hartree
ghost below reference by 12.5330 eV
ghost core wave number q = 3.30614 1/angstrom
ghost coefficient ratio B/A = 0.43692
outside |kappa| = 1.48084 1/angstrom
ghost node position = 1.0727 angstrom
ghost probability in core = 0.90703
overlap <p|u> = 0.29166; <p||u|> = 0.69040
<Q> = 0.82197; dE/dD at D = -0.82197
kinetic energy: u 32.743 eV, |u| 32.741 eV
local energy: u -45.352 eV, |u| -45.352 eV
separable energy: u 4.253 eV, |u| 23.833 eV
energy rise from u to |u| = 19.5794 eV
energy of |u| = 11.2245 eV
attractive separable term: ground level -83.6003 eV, nodes 0
log-derivative slope at eps, D = 0 eV: -0.19685 1/(angstrom eV)
log-derivative slope at eps, D = 20 eV: -0.19685 1/(angstrom eV)
log-derivative slope at eps, D = 50 eV: -0.19685 1/(angstrom eV)
D = 20 eV: lowest state orthogonal to phi 11.5756 eV
D = 30 eV: lowest state orthogonal to phi 6.3727 eV
D = 40 eV: lowest state orthogonal to phi -0.4810 eV
D = 50 eV: lowest state orthogonal to phi -8.3549 eV
D = 60 eV: lowest state orthogonal to phi -16.8178 eV
lowest p level in bare local well = -26.2776 eV
OK
```
